Symmetrised PCM response: free energy, Fock matrix and nuclear gradient

If the apparent surface charges of a polarizable continuum model (PCM) are put into the Fock matrix just as the discretised surface equation delivers them, the SCF can converge smoothly to orbitals that do not make the free energy stationary. The energy hardly shows it. The nuclear gradient does: built with the same charges, it misses two terms, one explicit and one from the change of the density, and disagrees with the slope of the computed energy surface, by about 10⁻⁵ hartree/bohr in the example of section 7. The cause is a response matrix that has lost its symmetry in the discrete cavity model, through quadrature and through the smooth switching of overlapping spheres. The cure is to use its symmetric part in the Fock matrix and in the gradient.

**1. Surface equation and conventions**

Atomic units are used. The solute is treated by closed-shell Hartree-Fock with real orbitals. It occupies a cavity in a linear dielectric of permittivity ε, and its charge is assumed to lie inside the cavity. The normal n points outwards. Let v be the solute's own potential on the surface and σ the apparent charge density. Define the integral operators

S(s,s′) = 1/|s−s′|
D(s,s′) = n′·(s−s′)/|s−s′|³ = ∂(1/|s−s′|)/∂n′
D*(s,s′) = D(s′,s).

The potential Sσ of a surface charge has normal derivative D*σ + 2πσ just inside a smooth surface and D*σ − 2πσ just outside. Continuity of the normal displacement therefore reads

∂ₙv + D*σ + 2πσ = ε(∂ₙv + D*σ − 2πσ).

Collecting terms gives 2π(ε+1)σ = (ε−1)(∂ₙv + D*σ), or

(1 − fD*/2π)σ = (f/2π)∂ₙv, f = (ε−1)/(ε+1).

To eliminate ∂ₙv, note that the solute potential is harmonic outside the cavity and decays. Green's representation of such a function is

v(x) = (1/4π)∫[v ∂ₙ′(1/|x−s′|) − (∂ₙ′v)/|x−s′|]dS′.

As x approaches the surface from outside, the first integral tends to Dv + 2πv. Hence 4πv = Dv + 2πv − S∂ₙv, and

S∂ₙv = (D − 2π)v. (1)

Equation (1) holds for every decaying exterior harmonic function, including Sσ itself, whose outer derivative is D*σ − 2πσ. Inserting it gives S(D* − 2π)σ = (D − 2π)Sσ, so

SD* = DS. (2)

Multiply the equation for σ by S and use (1) and (2):

(1 − fD/2π)Sσ = −f(1 − D/2π)v.

On surface points s_i with areas A_i, the charges are q_i = A_iσ_i. With A the diagonal matrix of areas,

X = DA/2π, K = (1 − fX)S, R = −f(1 − X)
Kq = Rv, q = Qv, Q = K⁻¹R. (3)

For a point charge Z at the centre of one sphere, v is constant and Xv = −v. Then (1+f)Sq = −2fv. Since Sq is the total apparent charge divided by the radius, that charge is −2fZ/(1+f) = −(1−1/ε)Z, the Born value.

**2. Where the symmetry is lost**

In the continuum, with X = D/2π, equation (2) gives S⁻¹X = XᵀS⁻¹. The operator Q = −fS⁻¹(1−fX)⁻¹(1−X) is S⁻¹ times a function of X. Transposition turns this into the same function of Xᵀ times S⁻¹, which is Q again. So the continuum Q is symmetric.

The discrete counterpart of (2) would be DAS = SADᵀ, which quadrature satisfies only approximately. On a triaxial ellipsoid, projected on smooth functions, the relative asymmetry of DAS falls from 2.9×10⁻⁵ to 8.5×10⁻⁶ when 300 points become 1200. That of D alone is 1.8×10⁻² with 1200 points. The ellipsoid is a single closed surface. In a molecular cavity of overlapping spheres whose points are faded out over a fixed width (section 6), the switching zone holds two partly weighted sheets, which are not a closed surface. Equation (2) does not apply there, and adding points at fixed width need not remove the asymmetry.

Since 1 − X = (1 − fX) − (1 − f)X,

Q = −fS⁻¹[1 − (1−f)(1−fX)⁻¹X]. (4)

With a symmetric S matrix, the asymmetry comes entirely from the second term. It vanishes in the conductor limit f = 1, where Q = −S⁻¹. As f → 0 it vanishes in absolute size, because Q itself does, but not relative to Q. Symmetrisation is thus needed when the discrete Q is not symmetric; a conductor-type model with symmetric S needs none.

**3. The free-energy functional**

Bring a small charge density δρ quasi-statically into the reaction potential Σ_i q_i/|r−s_i|. The work is

δW = Σ_i q_i ∫δρ(r)/|r−s_i| dr = qᵀδv. (5)

Build up the solute along the straight path λv, with λ from 0 to 1. Then q = λQv and dv = v dλ, so

W = vᵀQv ∫₀¹ λ dλ = ½vᵀQv. (6)

The factor one half arises because the reaction potential grows along with the charge that creates it. The free energy is

G[P] = E[P] + ½vᵀQv (7)
v_i = Σ_B Z_B/|s_i−c_B| − tr(PL_i), (L_i)_μν = ⟨μ|1/|r−s_i||ν⟩.

Here P is the density matrix, c_B a nuclear position and E the gas-phase energy expression. Cavitation, dispersion and repulsion are left out.

A free energy requires work that does not depend on the path. Take two charge distributions with surface potentials α and β. Load the first, load the second, unload the first, unload the second. By (5) the four steps cost

½αᵀQα
βᵀQα + ½βᵀQβ
−½αᵀQα − αᵀQβ
−½βᵀQβ.

Their sum is βᵀQα − αᵀQβ. If it is not zero, the raw charges do net work in a closed cycle and belong to no free energy. The scalar vᵀQv equals its own transpose, so (7) already contains only

Q_s = ½(Q + Qᵀ).

The charges consistent with (7) are therefore w = Q_s v, and with them the cycle costs nothing.

**4. The Fock contribution**

Vary P at fixed nuclei. The gas-phase part gives tr(F_gas δP). For the rest,

δ(½vᵀQv) = ½(δvᵀQv + vᵀQδv) = ½[(Q + Qᵀ)v]ᵀδv = wᵀδv,

and δv_i = −tr(δP L_i). Hence δG = tr(FδP) with

F = F_gas − Σ_i w_i L_i, w = ½(Q + Qᵀ)v. (8)

The minus sign is the electron's charge in the reaction potential. The one half of (7) is absent because both factors v respond to δP. In the energy it must stay: G is evaluated from (7), not by inserting F into the gas-phase energy formula.

Now mix virtual orbitals C_a into occupied ones, δC_i = Σ_a C_a κ_ai. With P = 2Σ_i C_iC_iᵀ,

δP = 2Σ_ai κ_ai(C_aC_iᵀ + C_iC_aᵀ), δG = 4Σ_ai κ_ai F_ai. (9)

An SCF with F ends at F_ai = 0, where G is stationary. This is the sense of "variational" here; a minimum is not guaranteed.

An SCF with q in place of w ends instead at (F_raw)_ai = 0. Because w − q = −½(Q − Qᵀ)v,

F − F_raw = ½Σ_i [(Q − Qᵀ)v]_i L_i
δG = 4Σ_ai κ_ai(F − F_raw)_ai. (10)

This slope vanishes only if the occupied-virtual block of F − F_raw does. Spatial symmetry can force that in special cases, for example H₂ in a minimal basis, where the one virtual orbital differs in inversion symmetry from the occupied one, provided the surface points share the inversion symmetry. A symmetric molecule is not enough in general, because F − F_raw still couples occupied and virtual orbitals of the same symmetry, and the vanishing is not ensured when Q ≠ Qᵀ.

**5. The nuclear gradient**

Let x be a nuclear coordinate. A superscript x means the derivative at fixed P, and O is the basis overlap matrix. Differentiating (7),

dG/dx = E^x + wᵀv^x + ½vᵀQ^x v + tr(F dP/dx). (11)

Here E^x contains the differentiated one- and two-electron integrals and the nuclear repulsion. For the last term use FC_i = e_iOC_i and the derivative of C_iᵀOC_i = 1, which is 2(dC_i/dx)ᵀOC_i = −C_iᵀO^xC_i:

tr(F dP/dx) = 4Σ_i (dC_i/dx)ᵀFC_i = −2Σ_i e_i C_iᵀO^xC_i = −tr(WO^x)
W = 2Σ_i e_iC_iC_iᵀ. (12)

The orbital energies e_i are those of the full F, solvent term included. No derivative of the orbitals remains.

Differentiating KQ = R gives Q^x = K⁻¹(R^x − K^xQ). One adjoint solution z then suffices for all coordinates:

Kᵀz = v, vᵀQ^xv = zᵀ(R^xv − K^xq). (13)

The same vector supplies the symmetrised charges, since Qᵀv = RᵀK⁻ᵀv = Rᵀz and so w = ½(q + Rᵀz). The result is

dG/dx = E^x − tr(WO^x) + wᵀv^x + ½zᵀ(R^xv − K^xq). (14)

Suppose q replaces w both in the SCF and in (14). The orbital equation then holds for F_raw, and subtracting the formula from the true derivative leaves (w−q)ᵀv^x + tr[(F−F_raw)dP/dx]. These combine into

error = true − formula = (w − q)ᵀ(dv/dx) = −½[(Q − Qᵀ)v]ᵀ(dv/dx), (15)

where dv/dx is the total derivative, orbital response included. The gradient error is first order in the asymmetry. The error in G is second order, because G is stationary at the correct solution.

**6. Derivatives needed in code**

Each point moves rigidly with its owner nucleus o(i), so ∂s_i/∂c_A = δ_o(i)A. Moving a basis function gives −∇μ. Moving the point gives, after integration by parts, +∇(μν) under the integral. With the vector

b_iμ = 2Σ_ν P_μν⟨∇μ|1/|r−s_i||ν⟩,

the derivative of v_i with respect to c_A at fixed P is

−Σ_B Z_B(s_i−c_B)(δ_o(i)A − δ_BA)/|s_i−c_B|³ − δ_o(i)A Σ_μ b_iμ + Σ_(μ on A) b_iμ. (16)

For the response matrices,

K^x = (1 − fX)S^x − fX^xS, R^x = fX^x
X^x = (D^xA + DA^x)/2π. (17)

To keep S finite when points approach each other, each surface charge is a Gaussian of exponent parameter ζ_i. Let d = s_i − s_j, r = |d| and ζ = ζ_iζ_j/√(ζ_i²+ζ_j²). Then for i ≠ j

S_ij = erf(ζr)/r, g = erf(ζr) − (2ζr/√π)e^(−ζ²r²).

Since dS_ij/dr = −g/r², the normal derivative at s_j is D_ij = g n_j·d/r³. A nuclear shift changes d at the rate u = (δ_o(i)A − δ_o(j)A)e_x, where e_x is the unit vector of the shift. The normals do not turn. With g′ = dg/dr = (4ζ³r²/√π)e^(−ζ²r²),

S_ij^x = −g d·u/r³
D_ij^x = g n_j·u/r³ + (n_j·d)(d·u)(g′/r⁴ − 3g/r⁵). (18)

A point that enters a neighbouring sphere must fade out smoothly. Let a_J be the sphere radii, Δ the switching width and ω_i the angular weights, which sum to 4π on each sphere. Then

y_iJ = (|s_i−c_J| − a_J)/Δ + ½, limited to 0 ≤ y ≤ 1
h(y) = y³(10 − 15y + 6y²), χ_i = Π_(J≠o(i)) h(y_iJ)
A_i = ω_i a²χ_i, S_ii = ζ_i√(2/π)/χ_i, D_ii = −ζ_i√(2/π)/(2a),

with a the radius of the owner sphere. For χ_i = 1, S_ii is the limit r → 0 of S_ij with equal exponents. D_ii is a prescription, not a limit. On a sphere n_j·d = −r²/(2a), so the unsmeared kernels obey D = −S/(2a), and D_ii is that relation applied to the unswitched self-term ζ_i√(2/π). The smeared D_ij = −g/(2ar) obeys the relation only for large ζr and tends to zero as r → 0. As χ_i → 0 the self-term diverges and drives the charge to zero. The derivatives are

A_i^x = A_i(ln χ_i)^x, S_ii^x = −S_ii(ln χ_i)^x, D_ii^x = 0
(ln χ_i)^x = Σ_(J≠o(i)) [h′/h](s_i−c_J)·e_x(δ_o(i)A − δ_JA)/(Δ|s_i−c_J|), h′ = 30y²(1−y)². (19)

The parameters are ζ_i = ζ₀/(a√ω_i), with ζ₀ fixed by the electrostatic energy of a uniformly charged sphere; for the 50-point angular rule used below, ζ₀ = 4.89. Points with χ_i below 10⁻⁸ are dropped. Apart from that threshold, G and its gradient are continuous in the nuclear positions. G is exactly invariant under translation, because the matrices, the switching and the threshold depend only on relative positions. Because the point pattern does not turn with the molecule, rotational invariance holds only to within the discretisation error.

**7. Worked example: water**

The example is a water molecule at the RHF/6-31G level, slightly unsymmetrical, in a model dielectric with ε = 4, so f = 3/5 = 0.6. The sphere radii are round model values, 3.4 bohr for O and 2.6 bohr for H, and the switching width is Δ = 1 bohr. Of 3×50 points, 103 survive the switching. Electron correlation and basis-set error are not treated.

The relative asymmetry ‖Q−Qᵀ‖/‖Q+Qᵀ‖ is 0.0134 at ε = 2, 0.00787 at ε = 4 and 0.000474 at ε = 80, in the Frobenius norm. This follows the factor 1 − f = 2/(ε+1) in (4): from ε = 4 to 80 that factor falls by 81/5 = 16.2, and the asymmetry by 16.6. For unit charges loaded at O and at the first H, the closed cycle of section 3 costs −1.09×10⁻⁴ hartree with Q and zero to rounding with Q_s. These sizes belong to this grid and orientation: turning the molecule against the point pattern moves the cycle work between about −1×10⁻⁶ and −1.7×10⁻⁴ hartree, and with 590 points per sphere at the same width it is −2.2×10⁻⁴ hartree, while the asymmetry at ε = 4 rises to 0.014 instead of falling.

With the symmetrised SCF, polarisation contributes −0.010128 hartree and the distortion of the solute costs 0.000604 hartree:

G − E_gas = −0.010128 + 0.000604 = −0.009524 hartree = −25.0 kJ/mol.

This is a value of the discrete model, not a converged one. It becomes −25.5 kJ/mol with 590 points per sphere, changes by about 0.15 kJ/mol with the orientation of the molecule, and is −19.5 kJ/mol in 6-31G* and −17.2 kJ/mol in aug-cc-pVDZ.

The symmetrised charges sum to −0.0020 e, whereas Gauss's law requires zero for a neutral solute wholly inside the cavity. Escaped electron density and discretisation can both contribute; the calculation does not separate them. The sum is −0.0030 e with 590 points per sphere and −0.0066 e in aug-cc-pVDZ.

At the raw solution, the slope of G along the steepest orbital rotation is 4.73×10⁻⁵ hartree/rad, both by finite difference and from (10). Along the same rotation the symmetrised solution gives 2.5×10⁻⁹. Yet the raw free energy is higher by only 2.3×10⁻¹⁰ hartree, so comparing energies is a poor way to detect the fault.

For the x coordinate of the first H, the gas-like terms, wᵀv^x and the response term of (14) add up to

0.017740 − 0.006452 − 0.000093 = 0.011195 hartree/bohr.

Central differences of reconverged free energies give the same value. Over all nine components the largest deviation is 8.5×10⁻⁸ hartree/bohr. With q in place of w it is 1.2×10⁻⁵ hartree/bohr, well above that residual of the finite-difference comparison (step 5×10⁻⁴ bohr). The numerical check following this text covers these comparisons. The fault is an inconsistency between gradient and energy of the same discrete model, and here it is smaller than the discretisation error of the gradient itself: the component above becomes 0.011256 hartree/bohr with 302 points per sphere, and the symmetrised gradient carries a net torque with components up to 1.5×10⁻⁴ hartree/rad because the point pattern does not turn with the molecule.

Computed values

```
permittivity 4.0, f = 0.6000
sphere radii O, H, H (bohr): [3.4 2.6 2.6]
switching width (bohr): 1.0
nucleus O (bohr): [0. 0. 0.]
nucleus H (bohr): [1.8 0.1 0.3]
nucleus H (bohr): [-0.5   1.75 -0.2 ]
points per sphere 50, kept in total 103
calibrated smearing parameter zeta0: 4.8925
unit ion in O sphere, numeric/Born (hartree): -0.110294 -0.110294
unit dipole in O sphere, numeric/Onsager (hartree): -0.008453 -0.008481
ellipsoid asymmetry of DS, 300 and 1200 points: 2.93e-05 8.49e-06
ellipsoid asymmetry of D, 1200 points: 1.77e-02
relative asymmetry of Q at eps = 1.01: 2.035e-02
relative asymmetry of Q at eps = 2.0: 1.335e-02
relative asymmetry of Q at eps = 4.0: 7.874e-03
relative asymmetry of Q at eps = 80.0: 4.743e-04
relative asymmetry of Q at f = 1: 3.4e-16
charging cycle work, raw Q (hartree): -1.0866e-04
charging cycle work, symmetrised Q (hartree): 8.6e-18
straight charging work, both charges (hartree): -0.432773
gas-phase RHF energy (hartree): -75.98327386
free energy G, symmetrised SCF (hartree): -75.99279796
polarisation term v.Qv/2 (hartree): -0.01012839
solute distortion energy (hartree): 0.00060429
G - E_gas (hartree): -0.00952410
G - E_gas (kJ/mol): -25.006
G(raw SCF) - G(symmetrised SCF) (hartree): 2.338e-10
sum of symmetrised charges (e): -0.00199
sum of raw charges, same density (e): -0.00160
orbital slope, symmetrised SCF (hartree/rad): 2.5e-09
orbital slope, raw SCF (hartree/rad): 4.73246e-05
orbital slope, raw SCF, formula (hartree/rad): 4.73224e-05
gradient O0 x y z (hartree/bohr): -0.018214 -0.028401 -0.001264
  finite difference (hartree/bohr): -0.018214 -0.028401 -0.001264
gradient H1 x y z (hartree/bohr): 0.011195 0.012068 0.001170
  finite difference (hartree/bohr): 0.011195 0.012068 0.001170
gradient H2 x y z (hartree/bohr): 0.007019 0.016333 0.000094
  finite difference (hartree/bohr): 0.007019 0.016333 0.000094
parts of H1 x gradient: gas-like, w.v^x, response (hartree/bohr): 0.017740 -0.006452 -0.000093
finite-difference step (bohr): 5.0e-04
largest gradient error, symmetrised (hartree/bohr): 8.5e-08
largest gradient error, raw (hartree/bohr): 1.17e-05
largest net force component (hartree/bohr): 1.7e-15
```
